Amplitude lifetime of an easy-axis antiferromagnetic resonance

**Problem**

An antiferromagnet has two equal sublattices whose moments lie antiparallel along an easy axis z. Each saturated sublattice exerts an exchange field B_E = 100 T on the other. The easy-axis field is B_A = 0.5 T, the Gilbert damping is α = 0.001 and g = 2. No external field is applied. A short pulse starts the uniform precession at small angle.

(a) After what time has the precession amplitude fallen to 1/e?
(b) How strongly does the answer depend on B_A, and when does it cease to apply?
(c) Why does the exchange field set the lifetime, although the exchange energy does not change when both sublattices turn together?

Let m₁ and m₂ be unit vectors along the sublattice moments. They obey the Landau-Lifshitz-Gilbert equation

dm_i/dt = −γ m_i × B_i + α m_i × dm_i/dt,

with γ = gμ_B/ħ > 0 and the fields

B₁ = −B_E m₂ + B_A m₁z ẑ,
B₂ = −B_E m₁ + B_A m₂z ẑ.

This is a mean-field description with uniform sublattices. The damping α collects every loss that acts on each sublattice separately. A contact that couples to both sublattices can also add damping between them, which one α cannot describe; Variation 2 treats such a term. Tesla and picoseconds are the natural units.

**Hints**

1. Describe the small transverse parts by ψ_i = m_ix + i m_iy. For a vector with transverse part ψ and z component s, and a second with transverse part v and z component V, the transverse part of the cross product is i(sv − Vψ).
2. To first order in the tilt, m₁z = 1 and m₂z = −1 stay constant. Two linear equations remain.
3. Try ψ_i ∝ exp(γΛt). The real part of Λ gives the decay, the imaginary part the frequency.
4. For part (c), find the rate of energy loss from the equation of motion and divide it by the energy stored in the mode.

**Full solution**

*Linear equations.* Write a = B_E + B_A. On sublattice 1 the field has z component +a and transverse part −B_Eψ₂. With s = 1, hint 1 gives

(m₁ × B₁)⊥ = i(−B_Eψ₂ − aψ₁) = −i(aψ₁ + B_Eψ₂).

The z component of dm₁/dt is of second order, so (m₁ × dm₁/dt)⊥ = iψ₁′, where the prime is a time derivative. Moving this damping term to the left gives

(1 − iα)ψ₁′ = iγ(aψ₁ + B_Eψ₂).

On sublattice 2, s = −1, the field has z component −a and its transverse part is −B_Eψ₁. The two cross products are now i(B_Eψ₁ + aψ₂) and −iψ₂′, so

(1 + iα)ψ₂′ = −iγ(aψ₂ + B_Eψ₁).

*Characteristic equation.* With ψ_i ∝ exp(γΛt), each derivative becomes γΛψ_i. After division by γ,

[(1 − iα)Λ − ia]ψ₁ − iB_Eψ₂ = 0,
iB_Eψ₁ + [(1 + iα)Λ + ia]ψ₂ = 0.

A nonzero solution needs a vanishing determinant. The product of the off-diagonal entries is (−iB_E)(iB_E) = B_E², hence

[(1 − iα)Λ − ia][(1 + iα)Λ + ia] − B_E² = 0.

In the expanded product the terms linear in Λ are

iaΛ[(1 − iα) − (1 + iα)] = iaΛ(−2iα) = 2αaΛ,

and the constant term is (−ia)(ia) = a². The result is

(1 + α²)Λ² + 2αaΛ + a² − B_E² = 0.

*Decay rate and frequency.* The quadratic formula contains the square root of

α²a² − (1 + α²)(a² − B_E²) = −[a² − (1 + α²)B_E²].

If the bracket on the right is positive, the roots are complex:

Λ = {−αa ± i√[a² − (1 + α²)B_E²]}/(1 + α²).

The amplitude then decays as exp(−Γt), with Γ = −γ Re Λ. The lifetime τ = 1/Γ and the angular frequency ω are

τ = (1 + α²)/[αγ(B_E + B_A)],
ω = γ√[a² − (1 + α²)B_E²]/(1 + α²).

Within the linearized model no approximation in α or B_A/B_E has been made.

*Answer to (a).* For g = 2, γ = 0.175882 rad/(ps T). The correction α² is one part in a million and can be dropped here:

Γ = 0.001 × 0.175882 × 100.5 = 0.01768 ps⁻¹,
τ = 56.6 ps.

For the frequency, a² − B_E² = 100.5² − 100² = 100.25 T², whose root is 10.01 T. Multiplication by γ gives ω = 1.761 rad/ps, or 280 GHz. The precession makes about 16 turns while its amplitude falls to 1/e.

A single circular mode has a fixed shape and its energy is quadratic in the amplitude. The energy therefore decays as exp(−2t/τ), with a lifetime of 28.3 ps. A quoted lifetime has to say which of the two it means.

The linearization was tested by integrating the full nonlinear vector equations over three lifetimes, starting from a circular mode with sublattice 1 tilted by 0.01 rad. The fitted lifetimes were 56.57 ps for the amplitude and 28.29 ps for the energy, in agreement with the formula.

*Answer to (b).* If B_A is much smaller than B_E but still large enough for oscillation, the lifetime approaches

τ ≈ 1/(αγB_E) = 56.9 ps.

The anisotropy of 0.5 T shortens this by only 0.5 percent. The lifetime rounds to 57 ps as long as it is at least 56.5 ps, which requires

B_A ≤ (1 + α²)/(αγ × 56.5 ps) − B_E ≈ 0.63 T.

There is also a lower limit. Oscillation requires a > √(1 + α²) B_E, or

B_A > [√(1 + α²) − 1]B_E ≈ α²B_E/2.

Here the threshold is 0.05 mT, far below 0.5 T. Beneath it both roots are real and the moments creep back without precessing. Well below the threshold, the slower root follows from dropping Λ² in the quadratic:

Λ ≈ −(a² − B_E²)/(2αa) ≈ −B_A/α.

The second step uses a² − B_E² ≈ 2B_EB_A and a ≈ B_E. The corresponding relaxation time α/(γB_A) grows without bound as B_A goes to zero, because nothing then restores the original axis. The value 56.9 ps thus belongs to the range α²B_E/2 ≪ B_A ≪ B_E and not to a vanishing anisotropy.

The meaning of "exchange field" matters as well. Some formulas use the combination 2B_E, the field that would force both sublattices parallel when anisotropy is neglected. If the 100 T in the problem were that quantity, B_E would be 50 T and the small-anisotropy lifetime would be 114 ps.

*Answer to (c).* Measured in units of one sublattice moment, the energy is

E = B_E m₁·m₂ − (B_A/2)(m₁z² + m₂z²),

since B_i = −∂E/∂m_i reproduces the fields given above. Its rate of change is dE/dt = −Σ B_i·dm_i/dt. The equation of motion can be written as

dm_i/dt = −m_i × (γB_i − α dm_i/dt).

The velocity is perpendicular to the vector in brackets, so γB_i·dm_i/dt = α|dm_i/dt|². Hence

dE/dt = −(α/γ) Σ |dm_i/dt|².

Damping acts on the speed of each sublattice separately. It does not matter that the two moments nearly cancel.

Next comes the stored energy. To second order in the tilts, m₁z ≈ 1 − |ψ₁|²/2 and m₂z ≈ −1 + |ψ₂|²/2. Inserting these gives the energy above the ground state,

δE = (B_E/2)|ψ₁ + ψ₂|² + (B_A/2)(|ψ₁|² + |ψ₂|²).

The first term is the cost of canting, the second that of leaving the easy axis. The first linear equation fixes the ratio of the tilts:

ψ₂/ψ₁ = [(1 − iα)Λ − ia]/(iB_E).

Neglect damping and take Λ = iw₀, with w₀ = √(a² − B_E²). The ratio becomes −(a − w₀)/B_E. In the example it has magnitude 0.905: the sublattices tilt in opposite transverse directions, with cone angles that differ by about 10 percent. The root −iw₀ rotates the other way and gives sublattice 2 the larger cone.

For B_A ≪ B_E, w₀² ≈ 2B_AB_E. If both tilts are close to θ, the canting is |ψ₁ + ψ₂| ≈ (w₀/B_E)θ. Its energy is w₀²θ²/(2B_E) ≈ B_Aθ². The anisotropy energy is also about B_Aθ², so

δE ≈ 2B_Aθ².

Each sublattice moves with speed about ωθ, and ω² ≈ 2γ²B_AB_E. The power lost is

(α/γ) × 2ω²θ² ≈ 4αγB_AB_Eθ².

Division by δE gives an energy decay rate 2αγB_E, twice the amplitude rate found above. The anisotropy has cancelled: stronger anisotropy stores more energy, but it also makes the moments move faster. Exchange stays in the result because it raises the precession speed without raising the stored energy at given θ, to this order.

A ferromagnet makes a useful comparison. Setting B_E = 0 uncouples the sublattices, and each obeys (1 − iα)ψ′ = iγBψ or its mirror image, where B is now the anisotropy field. Multiplying by 1 + iα gives

ψ′ = γB(i − α)ψ/(1 + α²),

so Γ = αω. With the same α and B = w₀ = 10.01 T, chosen to match the undamped frequency, the amplitude lifetime is 568 ps. The antiferromagnetic mode decays faster by the factor a/w₀ = 100.5/10.01 ≈ 10. Exchange raises the frequency for a given anisotropy, and the price is fewer turns per lifetime.

*The real case.* The parameters lie in the broad regime of MnF₂, an insulating easy-axis antiferromagnet. Its exchange field is very roughly 50 T, its anisotropy field somewhat below 1 T and its resonance roughly a quarter of a terahertz. The 100 T used here is therefore about twice the typical figure for that material; at fixed α, halving B_E would nearly double the lifetime. The damping is a chosen number, not a property claimed for MnF₂, and at small α the lifetime scales as 1/α. Real samples also break the assumption of uniform anisotropy. Suppose that a detector sums independent regions whose B_A has a Gaussian spread of 1 percent, or δB_A = 0.005 T. Differentiating ω ≈ γ√(a² − B_E²) gives the frequency spread

σ = γ(a/w₀)δB_A = 0.00883 rad/ps.

Averaging the phase factors over a Gaussian multiplies the signal by exp(−σ²t²/2). The summed signal reaches 1/e when t/τ + σ²t²/2 = 1, whose positive solution is

t = [−1/τ + √(1/τ² + 2σ²)]/σ² = 50.9 ps.

This is 10 percent shorter than τ, although the spread changes the decay rates of the individual regions by only about δB_A/a, or 0.005 percent. The signal fades early because the regions drift out of phase. Exchange coupling between the regions would change this estimate.

*Quantum and thermal fluctuations.* The model takes each sublattice as saturated. Linear spin-wave theory shows how far this is off. For a wave of wavevector k, the exchange with the neighbours on the other sublattice acquires a structure factor γ_k, the average of their phase factors. The term B_Eψ in the undamped linear equations becomes B_Eγ_kψ, and the frequencies in field units are

w_k = √(a² − B_E²γ_k²).

With one mode per spin and t_B = k_BT/(gμ_B), the free energy per spin, in field units, is

f = ⟨(w_k − a)/2 + t_B ln[1 − exp(−w_k/t_B)]⟩,

where the brackets average over k. The term −a/2 comes from the order of the boson operators: the diagonal energy a multiplies the number of spin deviations, without a zero-point half. A small field h along each sublattice's own direction replaces a by a + h. Since it couples to the spin length S − ΔS, the derivative of f with respect to h is the loss of spin:

ΔS = ½⟨(a/w_k)(1 + 2n_k) − 1⟩, n_k = 1/[exp(w_k/t_B) − 1].

For the fields of the problem, S = 5/2 and eight neighbours at the corners of a body-centred cell, the moment falls by 2.3 percent at 0 K and by 2.7 percent at 20 K. With a weaker exchange field, as in MnF₂, the thermal part is larger. These figures measure the loss of moment only and cannot be read as a change of lifetime. The exchange field does not simply follow the moment, because the fluctuations of neighbouring spins are correlated and this correlation acts to strengthen the effective exchange. Nor do the figures say how α itself varies with temperature, which the model does not supply.

**Variation 1: an axial field of 1 T**

*How do the lifetimes of the two modes change when a field B₀ = 1 T is applied along +z?*

The z components of the fields become a + B₀ on sublattice 1 and −a + B₀ on sublattice 2. The characteristic equation is now

F(Λ) = [(1 − iα)Λ − i(a + B₀)][(1 + iα)Λ + i(a − B₀)] − B_E² = 0.

For α = 0, put Λ = i(B₀ + w). The two brackets become i(w − a) and i(w + a), with product a² − w². Hence w = ±w₀, and the mode frequencies are γ(w₀ ± B₀). The antiparallel state loses its stability against small tilts when the lower one reaches zero, at B₀ = w₀ = 10.01 T. It stops being the lowest state slightly earlier. With both moments at the same angle on opposite sides of z, minimizing E − B₀(m₁z + m₂z) over the angle gives −B_E − B₀²/(2B_E − B_A), and this falls below the antiparallel value −B_E − B_A at B₀ = √(2B_EB_A − B_A²) = 9.99 T.

Now include damping to first order. At fixed Λ it changes F by

−iαΛ·i(w + a) + iαΛ·i(w − a) = 2αaΛ.

The derivative ∂F/∂Λ at α = 0 is the sum of the two brackets, 2iw. The root must shift so that F remains zero:

δΛ = −2αaΛ/(2iw) = −αa(1 + B₀/w).

The decay rates are therefore

Γ± = αγa(1 ± B₀/w₀),

with the plus sign for the upper branch. The expansion requires αa ≪ w₀; here the two sides are 0.10 T and 10.01 T. The lifetimes are 51.4 ps for the upper branch and 62.9 ps for the lower one. Rate and frequency change by the same factor, so to this order both branches make the same number of turns per lifetime. A linearly polarized pulse excites both, and their sum then no longer decays with a single lifetime.

**Variation 2: damping between the sublattices**

*The motion of one sublattice also exerts a damping torque on the other: α_c m₁ × dm₂/dt is added to the equation for m₁, and the same term with 1 and 2 exchanged to that for m₂. What is the lifetime for α_c = 0.2α?*

The new transverse terms are iα_cψ₂′ in the first equation and −iα_cψ₁′ in the second. Each has the same form as the exchange term next to it, so B_E is replaced by B_E + α_cΛ in both off-diagonal entries:

(1 + α²)Λ² + 2αaΛ + a² − (B_E + α_cΛ)² = 0.

Expanding the square and collecting powers of Λ gives

(1 + α² − α_c²)Λ² + 2(αa − α_cB_E)Λ + a² − B_E² = 0.

As long as the roots are complex, the real part is minus half the linear coefficient divided by the quadratic one:

Γ = γ(αa − α_cB_E)/(1 + α² − α_c²).

With α_c = 0.0002 the numerator bracket is 0.1005 − 0.0200 = 0.0805 T. The lifetime is 70.6 ps, 25 percent longer than without the cross term. The sign follows from the motion: the sublattice velocities are nearly opposite, so a positive α_c subtracts from the loss, while a negative one would add to it. The coefficient that governs this mode is close to α − α_c when B_A ≪ B_E. A damping value inferred from a different motion, in which the sublattices do not move oppositely, need not predict this lifetime.

The numerical output below lists the values used here to more digits.

Calculated quantities

```
g factor: 2.0
gamma: 0.175882 rad/(ps T)
exchange field: 100.0 T
easy-axis field: 0.50 T
Gilbert damping: 0.0010
lifetime, small-anisotropy limit: 56.856 ps
amplitude decay rate, example: 0.017676 1/ps
amplitude lifetime, example: 56.573 ps
energy lifetime, example: 28.287 ps
lifetime if 100 T meant 2 BE, BA to 0: 113.71 ps
largest BA for rounding to 57 ps: 0.631 T
smallest BA for oscillation: 0.0500 mT
angular frequency: 1.76093 rad/ps
frequency: 280.26 GHz
cycles in one amplitude lifetime: 15.86
ratio of cone amplitudes, 2 to 1: 0.9049
initial tilt in nonlinear run: 0.010 rad
amplitude lifetime, nonlinear run: 56.573 ps
energy lifetime, nonlinear run: 28.287 ps
ferromagnet lifetime, equal frequency: 567.85 ps
ferromagnet / antiferromagnet lifetime: 10.037
undamped gap field (spin-flop scale): 10.012 T
trial axial field: 1.0 T
lower-branch lifetime in that field: 62.85 ps
upper-branch lifetime in that field: 51.44 ps
trial intersublattice damping: 0.00020
lifetime with that damping: 70.63 ps
trial anisotropy spread: 1.0 percent
frequency spread sigma: 0.008827 rad/ps
1/e time of ensemble signal: 50.87 ps
spin for moment estimate: 2.5
temperature for moment estimate: 20.0 K
mode quantum: 1.159 meV
thermal energy: 1.723 meV
moment reduction at 0 K: 2.27 percent
moment reduction when warm: 2.70 percent
```
